# Relative line strengths in a ²P–²D multiplet

## The problem

An atom has a $^2P$ term, with $L=1$ and $S=\tfrac12$, and a $^2D$ term, with $L=2$ and $S=\tfrac12$. Spin–orbit coupling splits the first into levels $J=\tfrac12,\tfrac32$ and the second into levels $J'=\tfrac32,\tfrac52$. Electric dipole radiation connects the two terms. The strength of the line between two levels is defined as

$$
\mathcal S(J',J)=\sum_{M'}\sum_{M}\sum_{k=x,y,z}\left|\langle J'M'|d_k|JM\rangle\right|^2 ,\qquad \mathbf d=-e\sum_i\mathbf r_i ,
$$

where the primed states belong to $^2D$, the unprimed ones to $^2P$, and the last sum runs over the electrons.

Assume LS coupling: each level has definite $L$ and $S$, and the levels of one term differ in how orbital and spin angular momentum are combined, not in the orbital wavefunctions. Which lines occur, and in what ratio do their strengths stand? What does the answer imply for the decay rates and emitted powers of the $3d\to2p$ lines of hydrogen?

## A tempting solution

The dipole operator is a vector, so $J$ can change by at most one. This rules out $\tfrac52\leftrightarrow\tfrac12$ and leaves three lines, written here as $J'$–$J$: $\tfrac52$–$\tfrac32$, $\tfrac32$–$\tfrac12$ and $\tfrac32$–$\tfrac32$.

The dipole operator does not act on spin, so the way in which spin is attached to the orbital motion should not affect how strongly a $^2D$ state is coupled to the $^2P$ term as a whole. Give each $^2D$ state one unit of strength. The level $J'=\tfrac52$ has six states and $J'=\tfrac32$ has four, so they receive 6 and 4 units.

All 6 units of $J'=\tfrac52$ go into its single line. The 4 units of $J'=\tfrac32$ must be shared between two lower levels. Since $J=\tfrac32$ offers four states and $J=\tfrac12$ offers two, share them as 4 to 2:

$$
\mathcal S(\tfrac32,\tfrac32)=4\cdot\tfrac46=\tfrac83,\qquad
\mathcal S(\tfrac32,\tfrac12)=4\cdot\tfrac26=\tfrac43 .
$$

In the order $\tfrac52$–$\tfrac32$, $\tfrac32$–$\tfrac12$, $\tfrac32$–$\tfrac32$, the strengths are $6:\tfrac43:\tfrac83$, or, after multiplication by $\tfrac32$, $9:2:4$.

## Where it fails

The argument that each $^2D$ state has the same total strength works equally well from the other side: each $^2P$ state must have the same total strength to the $^2D$ term. The level $J=\tfrac32$ has four states and $J=\tfrac12$ has two, so their totals must stand as 2 to 1. The proposed numbers give

$$
\frac{\mathcal S(\tfrac52,\tfrac32)+\mathcal S(\tfrac32,\tfrac32)}{\mathcal S(\tfrac32,\tfrac12)}=\frac{9+4}{2}=\frac{13}{2}\neq 2 .
$$

The faulty step is the sharing in proportion to the number of lower states. That number says how many final states are available, but not how large the matrix elements to them are. The equal total strength per state is sound, although so far it has only been made plausible. Once proved, and combined with the absence of the $\tfrac52$–$\tfrac12$ line, it is enough to solve the problem.

## The right solution

### Equal total strength per state

Let $P$ be the projector on the six states of the $^2P$ term, and define

$$
K=\sum_k d_k P d_k .
$$

For a normalized state $|\psi\rangle$ of $^2D$, inserting the six states $|p\rangle$ contained in $P$ gives

$$
\langle\psi|K|\psi\rangle=\sum_k\sum_p|\langle p|d_k|\psi\rangle|^2 ,
$$

the total strength from $|\psi\rangle$ to the $^2P$ term.

Because $\mathbf d$ is a vector built from positions, it obeys

$$
[L_i,d_j]=i\hbar\sum_k\epsilon_{ijk}d_k,\qquad [S_i,d_j]=0 .
$$

The operators $L_i$ and $S_i$ turn states of a term into states of the same term, so they commute with $P$. Hence

$$
[L_i,K]=\sum_j\left([L_i,d_j]Pd_j+d_jP[L_i,d_j]\right)
=i\hbar\sum_{jk}\epsilon_{ijk}\left(d_kPd_j+d_jPd_k\right)=0 .
$$

The sum vanishes because $\epsilon_{ijk}$ changes sign when $j$ and $k$ are exchanged, while the bracket does not. Also $[S_i,K]=0$.

Now take the ten product states $|M_L,M_S\rangle$ of $^2D$. Since $K$ commutes with $L_z$ and $S_z$, it has no matrix elements between different members of this set. For the diagonal elements, write $L_-|M_L\rangle=\hbar a|M_L-1\rangle$, with $a\neq0$ as long as $M_L>-2$. Then $L_+L_-|M_L\rangle=\hbar^2a^2|M_L\rangle$, and

$$
\langle M_L-1|K|M_L-1\rangle=\frac{\langle M_L|L_+KL_-|M_L\rangle}{\hbar^2a^2}
=\frac{\langle M_L|KL_+L_-|M_L\rangle}{\hbar^2a^2}=\langle M_L|K|M_L\rangle .
$$

The same step with $S_-$ connects the two spin directions. All ten diagonal elements therefore equal one number, $c_D$. Within $^2D$, $K$ is $c_D$ times the identity, so every normalized $^2D$ state, including each $|J'M'\rangle$, has total strength $c_D$.

Exchanging the roles of the terms gives a second constant, $c_P$, the total strength from any $^2P$ state to the $^2D$ term. Summing over the states of a level,

$$
\sum_J\mathcal S(J',J)=(2J'+1)\,c_D,\qquad
\sum_{J'}\mathcal S(J',J)=(2J+1)\,c_P .
$$

### The missing line

The state $|J'=\tfrac52,M'=\tfrac52\rangle$ is $|M_L=2,\uparrow\rangle$. The operator $d_z$ leaves $M_L$ unchanged, and $d_\pm=d_x\pm id_y$ change it by $\pm1$. Starting from $M'=\tfrac52$, the dipole can thus reach no state with $M$ below $\tfrac32$, whereas $J=\tfrac12$ has no $M$ above $\tfrac12$. The strength from this state to $J=\tfrac12$ is zero.

To extend this to the other $M'$, replace $P$ in $K$ by the projector on the level $J=\tfrac12$ alone. The new operator commutes with $\mathbf J=\mathbf L+\mathbf S$, by the same calculation with $J_i$ in place of $L_i$. The ladder argument with $J_-$ then gives the same strength for all six values of $M'$. Hence $\mathcal S(\tfrac52,\tfrac12)=0$.

### Solving for the three strengths

The four sums are now

$$
\begin{aligned}
\mathcal S(\tfrac52,\tfrac32)&=6c_D, &
\mathcal S(\tfrac32,\tfrac12)+\mathcal S(\tfrac32,\tfrac32)&=4c_D,\\
\mathcal S(\tfrac32,\tfrac12)&=2c_P, &
\mathcal S(\tfrac52,\tfrac32)+\mathcal S(\tfrac32,\tfrac32)&=4c_P .
\end{aligned}
$$

Adding the two equations of the first row gives the total strength of the multiplet as $10c_D$. Adding those of the second row gives $6c_P$. So $c_P=\tfrac53c_D$, and

$$
\mathcal S(\tfrac32,\tfrac12)=2c_P=\tfrac{10}{3}c_D,\qquad
\mathcal S(\tfrac32,\tfrac32)=4c_D-\tfrac{10}{3}c_D=\tfrac23c_D .
$$

Multiplying the three strengths by $3/(2c_D)$ yields

$$
\boxed{\;\mathcal S(\tfrac52,\tfrac32):\mathcal S(\tfrac32,\tfrac12):\mathcal S(\tfrac32,\tfrac32)=9:5:1\;}
$$

The lower-level totals are now $9+1=10$ and $5$, in the required ratio of 2 to 1.

Nothing here depends on the number of electrons or on which term lies higher. The numerical check finds the same ratio by direct summation for one electron and for the three-electron pair $2s2p^2\,{}^2D$ and $2p^3\,{}^2P$.

### Why the line with more final states is weaker

The level $J'=\tfrac32$ sends $\tfrac56$ of its strength to the two states of $J=\tfrac12$ and $\tfrac16$ to the four states of $J=\tfrac32$. The amplitudes show why.

Applying $J_-$ to $|2,\uparrow\rangle$ gives a state proportional to $2|1,\uparrow\rangle+|2,\downarrow\rangle$, which belongs to $J'=\tfrac52$. The orthogonal combination is the $J'=\tfrac32$ state with $M'=\tfrac32$:

$$
|\tfrac32,\tfrac32\rangle_D=\frac{2|2,\downarrow\rangle-|1,\uparrow\rangle}{\sqrt5}.
$$

In $^2P$, the same procedure starting from $|1,\uparrow\rangle$ gives

$$
|\tfrac32,\tfrac12\rangle_P=\frac{|1,\downarrow\rangle+\sqrt2\,|0,\uparrow\rangle}{\sqrt3},\qquad
|\tfrac12,\tfrac12\rangle_P=\frac{\sqrt2\,|1,\downarrow\rangle-|0,\uparrow\rangle}{\sqrt3}.
$$

Two orbital amplitudes are needed. Let $\langle1|d_-|2\rangle=\mathcal A$, where the labels are $M_L$ in $P$ on the left and in $D$ on the right. Since $L_-$ commutes with $d_-$,

$$
\langle0|d_-L_-|2\rangle=\langle0|L_-d_-|2\rangle
\quad\Rightarrow\quad 2\langle0|d_-|1\rangle=\sqrt2\,\mathcal A
\quad\Rightarrow\quad \langle0|d_-|1\rangle=\frac{\mathcal A}{\sqrt2}.
$$

The Cartesian sum can be written as $\sum_k|d_k|^2=|d_z|^2+\tfrac12|d_+|^2+\tfrac12|d_-|^2$, where each symbol stands for a matrix element summed over final states. From $M_L=2$, only $d_-$ reaches a $P$ state, so $c_D=\tfrac12|\mathcal A|^2$.

The amplitudes from $|\tfrac32,\tfrac32\rangle_D$ to the two lower states with $M=\tfrac12$ are

$$
\begin{aligned}
J=\tfrac12:&\quad \frac{1}{\sqrt{15}}\left(2\sqrt2\,\mathcal A+\frac{\mathcal A}{\sqrt2}\right)=\frac{5\mathcal A}{\sqrt{30}},\\
J=\tfrac32:&\quad \frac{1}{\sqrt{15}}\left(2\mathcal A-\sqrt2\,\frac{\mathcal A}{\sqrt2}\right)=\frac{\mathcal A}{\sqrt{15}}.
\end{aligned}
$$

Half the absolute squares are $\tfrac56c_D$ and $\tfrac1{15}c_D$. The spin-down and spin-up contributions add for $J=\tfrac12$ and partly cancel for $J=\tfrac32$. Without the cross terms between the two spin components, these numbers would be $\tfrac{17}{30}c_D$ and $\tfrac13c_D$, so for $M'=\pm\tfrac32$ the interference moves $\tfrac4{15}c_D$ from $J=\tfrac32$ to $J=\tfrac12$. The amount depends on $M'$: for $M'=\pm\tfrac12$ it is $\tfrac25c_D$. Averaged over the four states and summed over all final $M$, the strength without cross terms would be shared equally between the two lower levels. Counting final states leaves out both the unequal sizes of the separate contributions and this interference.

There is one more contribution to $J=\tfrac32$, through $d_z$ to $M=\tfrac32$. The orbital state $M_L=1$ has total strength $c_D$. Its $d_-$ part is $\tfrac12|\mathcal A|^2/2=\tfrac12c_D$, and $d_+$ would need a $P$ state with $M_L=2$, which does not exist. The $d_z$ part is therefore $\tfrac12c_D$. The component $|1,\uparrow\rangle$ has weight $\tfrac15$, so this adds $\tfrac1{10}c_D$. The total to $J=\tfrac32$ is $\left(\tfrac1{15}+\tfrac1{10}\right)c_D=\tfrac16c_D$, in agreement with the sum rules.

## From strengths to rates and powers

In the dipole approximation, the golden rule for emission of a photon of polarization $\boldsymbol\varepsilon$ into the solid angle $d\Omega$ has three factors: $2\pi/\hbar$, the squared coupling $\hbar\omega|\boldsymbol\varepsilon^*\!\cdot\mathbf d_{fi}|^2/(2\varepsilon_0V)$, and the density of photon states $V\omega^2d\Omega/(8\pi^3\hbar c^3)$. Here $V$ is the quantization volume and $\mathbf d_{fi}$ is the dipole matrix element between initial and final atomic states. The product is

$$
d\Gamma=\frac{\omega^3}{8\pi^2\varepsilon_0\hbar c^3}\,|\boldsymbol\varepsilon^*\!\cdot\mathbf d_{fi}|^2\,d\Omega .
$$

The two polarizations are perpendicular to the photon direction $\mathbf n$, so their sum gives $|\mathbf d_{fi}|^2-|\mathbf n\cdot\mathbf d_{fi}|^2$. The average of $|\mathbf n\cdot\mathbf d_{fi}|^2$ over directions is $\tfrac13|\mathbf d_{fi}|^2$, and the integral is $4\pi\cdot\tfrac23|\mathbf d_{fi}|^2$. Summing over final states and averaging over the $2J'+1$ initial states, with $^2D$ as the upper term, gives

$$
A(J'\to J)=\frac{\omega^3\,\mathcal S(J',J)}{3\pi\varepsilon_0\hbar c^3\,(2J'+1)} .
$$

If the three frequencies are taken as equal, the decay rates stand as $\tfrac96:\tfrac54:\tfrac14=6:5:1$, not as $9:5:1$. The two upper levels then have the same total rate, since $6=5+1$.

The emitted power of a line is the number of atoms in the upper level times $\hbar\omega A$. If all upper states are equally populated, the number of atoms is proportional to $2J'+1$, which cancels the denominator of $A$. The power is then proportional to $\omega^4\mathcal S$, and $9:5:1$ returns when the fine structure is small compared with the transition frequency. The light must also leave the gas without appreciable reabsorption.

## Hydrogen, $3d\to2p$

The nucleus is taken as fixed and pointlike, the orbitals are nonrelativistic, and the spin–orbit splitting is treated to first order. With one electron, $L$ and $S$ are the quantum numbers of that electron, and the operator $\mathbf L\cdot\mathbf S$ does not mix different $L$.

**The constant $c_D$.** The angular functions are $Y_{22}=\sqrt{15/32\pi}\,\sin^2\theta\,e^{2i\phi}$ and $Y_{11}=-\sqrt{3/8\pi}\,\sin\theta\,e^{i\phi}$, and $d_-=-er\sin\theta\,e^{-i\phi}$. The phases cancel in the matrix element, and the two minus signs combine to a plus:

$$
\mathcal A=eR\,\frac{3\sqrt5}{16\pi}\int\sin^4\theta\,d\Omega
=eR\,\frac{3\sqrt5}{16\pi}\cdot\frac{32\pi}{15}=\frac{2}{\sqrt5}\,eR ,
$$

where $R$ is the radial integral of $r$. Thus $c_D=\tfrac12\mathcal A^2=\tfrac25e^2R^2$, and the strengths are $6c_D=\tfrac{12}5$, $\tfrac{10}3c_D=\tfrac43$ and $\tfrac23c_D=\tfrac4{15}$, in units of $e^2R^2$.

**The radial integral.** With $r$ in units of the Bohr radius $a_0$, the radial functions are $R_{2p}=re^{-r/2}/(2\sqrt6)$ and $R_{3d}=4r^2e^{-r/3}/(81\sqrt{30})$. Then

$$
\frac{R}{a_0}=\frac{4}{162\sqrt{180}}\int_0^\infty r^6e^{-5r/6}\,dr
=\frac{720\,(6/5)^7}{243\sqrt5}=4.748 ,
$$

or $R=2.513\times10^{-10}$ m.

**The splittings.** In atomic units, the spin–orbit energy is $\tfrac12\alpha^2\langle r^{-3}\rangle\,\mathbf L\cdot\mathbf S$, where $\alpha$ is the fine-structure constant. The radial functions give $\langle r^{-3}\rangle=\tfrac1{24}$ for $2p$ and $\tfrac1{405}$ for $3d$. From $\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-L(L+1)-\tfrac34]$, the values are $\tfrac12$ and $-1$ for $2p$, and $1$ and $-\tfrac32$ for $3d$, with the higher $J$ first. The splittings are therefore

$$
\Delta_{2p}=\frac32\cdot\frac{\alpha^2}{48}=\frac{\alpha^2}{32},\qquad
\Delta_{3d}=\frac52\cdot\frac{\alpha^2}{810}=\frac{\alpha^2}{324},
$$

which correspond to 10.95 GHz and 1.08 GHz. The transition frequency without splitting is 456.92 THz, a vacuum wavelength of about 656.1 nm.

**The lines.** The formulas above give:

| Line $J'$–$J$ | $\mathcal S$ ($10^{-58}$ C² m²) | $A$ ($10^7$ s⁻¹) | Power per atom ($10^{-12}$ W) |
|---|---|---|---|
| 5/2–3/2 | 38.89 | 6.47 | 11.75 |
| 3/2–1/2 | 21.61 | 5.39 | 6.53 |
| 3/2–3/2 | 4.32 | 1.08 | 1.31 |

The last column is the mean power per $3d$ atom when the ten $3d$ states are equally populated, so it equals $\tfrac{2J'+1}{10}\hbar\omega A$. Both upper levels decay to $2p$ at $6.47\times10^7$ s⁻¹ in total, which corresponds to a lifetime of 15.5 ns.

**The effect of the splitting.** The lines $\tfrac32$–$\tfrac12$ and $\tfrac32$–$\tfrac32$ share their upper level, so their frequencies differ by $\Delta_{2p}$, a fraction $10.95\ \text{GHz}/456.92\ \text{THz}=2.4\times10^{-5}$. The factor $\omega^4$ changes their power ratio from 5 to

$$
5\left(1+4\times2.4\times10^{-5}\right)\approx5.0005 .
$$

This is the effect of the frequencies alone. Relativistic changes of the orbitals, which are left out, are of relative order $\alpha^2\approx5\times10^{-5}$. They are comparable in size and opposite in sign. Dirac orbitals, together with the retardation correction to the dipole approximation, lower the strength ratio by about $0.9\alpha^2$ in relative terms and bring the power ratio to about 5.0002. The last digit is therefore not a prediction for real hydrogen. The common relativistic shift of each term, the Lamb shift, hyperfine structure, the anomalous magnetic moment of the electron and nuclear motion are also omitted. Nuclear motion replaces the electron mass by the reduced mass. This changes the frequency and the radial integral by a fraction of about $m_e/m_p\approx5\times10^{-4}$, and the strengths and powers by about twice that. The anomalous moment changes the splittings by a fraction of about $\alpha/\pi\approx2\times10^{-3}$. The fourth and fifth figures quoted in this section therefore describe the model, not real hydrogen, and the reduced mass alone shifts the third figure of some table entries by one unit. The reduced-mass factor in the strengths is the same for all three lines and cancels from their ratios. In the ratios of rates and powers it cancels almost completely, leaving only a tiny effect through the splittings.

## When the ratio changes

If $^2P$ is the upper term, the strengths are unchanged, but the rates are divided by $2J+1$ instead of $2J'+1$. At a common frequency they stand as $\tfrac94:\tfrac52:\tfrac14=9:10:1$, in the same order of lines. The two $^2P$ levels again have equal total rates, since $\tfrac94+\tfrac14=\tfrac52$.

The strengths themselves depart from $9:5:1$ when an assumption of the sum rules fails. If spin–orbit coupling mixes in terms with a different $L$ or $S$, a level no longer has definite $L$ and $S$, and the added components bring their own dipole amplitudes. If the orbitals depend appreciably on $J$, the three lines no longer share one radial factor. Both effects become important when the spin–orbit energy is not small compared with the spacing between terms, but a small spin–orbit energy does not guarantee $9:5:1$. If the radial integral is small because positive and negative parts nearly cancel, a slight dependence of the orbitals on $J$ changes it by a large fraction. In some $p$–$d$ Rydberg lines of rubidium and caesium the ratios depart by tens of percent or more, although the fine structure is only a few percent of the level spacing. A measured power ratio can also differ while the strengths remain $9:5:1$, if the upper states are unequally populated or the light is reabsorbed.

## Computed results

```
Lines are labelled J of D level - J of P level
c_D, one electron = 0.400000 e^2 R^2
c_P, one electron = 0.666667 e^2 R^2
S(5/2-3/2) from direct sum = 2.400000 e^2 R^2
S(3/2-1/2) from direct sum = 1.333333 e^2 R^2
S(3/2-3/2) from direct sum = 0.266667 e^2 R^2
direct ratio, one electron = 9.000000 : 5.000000 : 1.000000
direct ratio, three electrons = 9.000000 : 5.000000 : 1.000000
S(5/2-1/2) below 1e-12 e^2 R^2: True
Hydrogen 3d -> 2p
Bohr radius = 5.291772e-11 m
radial integral R = 4.74799 a0 = 2.51253e-10 m
2p splitting / h = 10.949 GHz
3d splitting / h = 1.081 GHz
frequency without splitting = 456.9225 THz
vacuum wavelength without splitting = 656.112 nm
5/2-3/2: frequency = 456.9193 THz
5/2-3/2: S = 3.8891e-57 C^2 m^2
5/2-3/2: A = 6.4685e+07 s^-1
5/2-3/2: mean power per 3d atom = 1.1750e-11 W
3/2-1/2: frequency = 456.9291 THz
3/2-1/2: S = 2.1606e-57 C^2 m^2
3/2-1/2: A = 5.3908e+07 s^-1
3/2-1/2: mean power per 3d atom = 6.5285e-12 W
3/2-3/2: frequency = 456.9182 THz
3/2-3/2: S = 4.3213e-58 C^2 m^2
3/2-3/2: A = 1.0781e+07 s^-1
3/2-3/2: mean power per 3d atom = 1.3056e-12 W
total decay rate of J=5/2 = 6.4685e+07 s^-1
total decay rate of J=3/2 = 6.4688e+07 s^-1
lifetime of J=5/2 = 15.460 ns
ratio of A = 6.00004 : 5.00036 : 1.00000
ratio of powers = 9.00009 : 5.00048 : 1.00000
```
